# Recoil Angle and Energy in an Elastic Collision, part 2

A projectile (mass $M_1$, energy $E_0$, speed $v$ along $\hat{\mathbf x}$) strikes a free target (mass $M_2$) at rest. How are the target's recoil direction and energy related? Speeds are non-relativistic; primes mark values after the collision.

The relative velocity $\mathbf g=\mathbf v_1-\mathbf v_2$ turns through $\theta$. Recoil and projectile leave at laboratory angles $\phi$ and $\psi$ to $\hat{\mathbf x}$. The recoil has energy $T$ and momentum $\mathbf p_2=M_2\mathbf v_2'=\mu(\mathbf g-\mathbf g')$, the base of the momentum triangle. For an elastic collision $|\mathbf g'|=v$ and

$$\phi=\frac{\pi-\theta}{2},\qquad T=T_{\max}\cos^2\phi,\qquad T_{\max}=\frac{4M_1M_2}{(M_1+M_2)^2}E_0. \tag{1}$$

With centre-of-mass velocity $\mathbf V$, reduced mass $\mu=M_1M_2/(M_1+M_2)$, relative energy $E_c=\tfrac12\mu v^2$, initial momentum $\mathbf p=M_1v\hat{\mathbf x}$, and $\hat{\mathbf y}$ perpendicular to $\hat{\mathbf x}$ on the side towards which $\mathbf g$ turns:

$$\mathbf v_1=\mathbf V+\frac{M_2}{M_1+M_2}\mathbf g,\qquad
\mathbf v_2=\mathbf V-\frac{M_1}{M_1+M_2}\mathbf g. \tag{3}$$

$$\mathbf g=v\hat{\mathbf x},\qquad
\mathbf g'=v(\cos\theta\,\hat{\mathbf x}+\sin\theta\,\hat{\mathbf y}), \tag{8}$$

$$\frac{p^2}{2M_1}=\frac{p^2-2pp_2\cos\phi+p_2^2}{2M_1}+\frac{p_2^2}{2M_2}. \tag{13}$$

Cancelling $p^2/(2M_1)$ and using $1/M_1+1/M_2=1/\mu$ and $p/M_1=v$ gives

$$vp_2\cos\phi=\frac{p_2^2}{2\mu}. \tag{14}$$

$$\mathbf p_1'=\mu v\left[\left(\cos\theta+\frac{M_1}{M_2}\right)\hat{\mathbf x}+\sin\theta\,\hat{\mathbf y}\right],
\qquad
\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}. \tag{16}$$

$$\mathbf p_1'\cdot\mathbf p_2=\frac{M_1-M_2}{2M_2}\,p_2^2. \tag{17}$$

For impact parameter $b$ and closest approach $r_0$, the scattering integral is

$$\theta=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-U(r)/E_c-b^2/r^2}}. \tag{20}$$

The universal potential, with nuclear charge numbers $Z_1,Z_2$, screening length $a$ and Bohr radius $a_0$, is

$$U(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\sum_{k=1}^{4}c_k e^{-d_kr/a},\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}. \tag{22}$$

The pairs $(c_k,d_k)$ are $(0.1818,3.2)$, $(0.5099,0.9423)$, $(0.2802,0.4029)$ and $(0.02817,0.2016)$.

The "9 runs" in the closing output tested (1) by integrating Newton's equations for projectiles of 11, 28 and 75 u, each with three interactions: repulsion (22), an attractive well and a non-central barrier.

### Three collisions

Take boron, $Z_1=5$ and $M_1=11$ u, at $E_0=30000$ eV on silicon, $Z_2=14$ and $M_2=28$ u. The screening length is $a=0.01427$ nm, and

$$E_c=\frac{28}{39}\times30000\ \text{eV}=21538\ \text{eV},\qquad
T_{\max}=\frac{4\times11\times28}{39^2}\times30000\ \text{eV}=24300\ \text{eV}.$$

For $b=0.005$ nm the scattering integral gives $\theta=39.46^\circ$. The rest is kinematics:

$$\phi=\frac{180^\circ-39.46^\circ}{2}=70.27^\circ,\qquad
T=24300\ \text{eV}\times0.11395=2769\ \text{eV}.$$

Equation (16) gives $\psi=28.61^\circ$. Inserting $\psi$ in place of $\theta$ in the recoil rule would give $\phi=75.69^\circ$, and with it a recoil energy near 1480 eV, about half the correct value. The three collisions compare as follows:

| $b$ (nm) | $\theta$ (deg) | $\phi$ (deg) | $\psi$ (deg) | $T$ (eV) |
|---:|---:|---:|---:|---:|
| 0.002 | 87.84 | 46.08 | 66.69 | 11690 |
| 0.005 | 39.46 | 70.27 | 28.61 | 2769 |
| 0.020 | 6.40 | 86.80 | 4.60 | 76 |

The digits serve to compare the relations with one another; the universal potential does not fix the real angle at a given $b$ so finely. Molière screening with the Firsov length gives $\theta=86.9^\circ$, $38.9^\circ$ and $6.43^\circ$ instead. An unrestricted Hartree–Fock energy of the B–Si pair lies about 3 % above (22) at 0.0067 nm and about 9 % above it at 0.0207 nm; it changes by some 10 eV between uncontracted double- and triple-zeta bases. In each row $\psi+\phi$ exceeds $90^\circ$, as (17) requires for the lighter projectile. A tenfold increase of $b$ lowers the recoil energy by a factor of about 150 and turns the recoil almost perpendicular to the beam.

### Energy lost to electrons

The ion also excites electrons. Let $Q$ be the kinetic energy lost in the collision, and suppose that the two atoms still carry all the momentum. The centre-of-mass motion is unchanged, so the loss comes from the relative motion: $\tfrac12\mu|\mathbf g'|^2=E_c-Q$. Hence

$$|\mathbf g'|=fv,\qquad f=\sqrt{1-\frac{Q}{E_c}}. \tag{23}$$

The momentum triangle is no longer isosceles. With the axes of (8),

$$\mathbf p_2=\mu v\left[(1-f\cos\theta)\hat{\mathbf x}-f\sin\theta\,\hat{\mathbf y}\right]. \tag{24}$$

The ratio of the components gives the angle. The squared length, with $\mu^2v^2/(2M_2)=T_{\max}/4$, gives the energy:

$$\tan\phi=\frac{f\sin\theta}{1-f\cos\theta},\qquad
T=\frac{T_{\max}}4\left(1+f^2-2f\cos\theta\right). \tag{25}$$

A case with a large loss shows the difference. A friction force opposing the relative velocity was added to the repulsion (22), with equal and opposite action on the two atoms. Its coefficient was $800\,\sqrt{\text{eV\,u}}/\text{nm}$ times $\exp(-r^2/w^2)$, with $w=0.02$ nm, and the impact parameter was 0.010 nm. The integrated motion gave $Q=1328$ eV, $\theta=18.07^\circ$ and $\phi=75.25^\circ$. Equation (25) reproduces this recoil angle, whereas the elastic rule would give $80.96^\circ$.

For a small loss, differentiate the angle in (25) with respect to $f$ at fixed $\theta$:

$$\frac{d\phi}{df}=\frac{\sin\theta}{1+f^2-2f\cos\theta}
\;\longrightarrow\;\frac{\sin\theta}{2(1-\cos\theta)}=\frac12\cot\frac\theta2
\quad(f\to1).$$

Since $f-1\simeq-Q/(2E_c)$, the angle changes by

$$\delta\phi\simeq-\frac{Q}{4E_c}\cot\frac\theta2. \tag{26}$$

This first-order result requires $1-f\ll2\sin(\theta/2)$: the shortening of $\mathbf g'$ must be small compared with the base of the triangle. The cotangent shows why soft collisions are sensitive. Their recoil momentum is short and nearly transverse, and even a small forward addition turns it visibly.

To estimate $Q$, take the Lindhard–Scharff electronic stopping cross-section

$$S_e=8\pi\frac{e^2a_0}{4\pi\varepsilon_0}
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_0},$$

where $v_0$ is the Bohr velocity, and distribute it over the impact parameters in the Oen–Robinson manner:

$$Q=\frac{S_e d_4^2}{2\pi a^2}\,e^{-d_4r_0/a},\qquad d_4=0.2016. \tag{27}$$

The prefactor makes the integral of $Q$ over $2\pi b\,db$ equal to $S_e$ when $r_0$ is replaced by $b$. Here $v=7.255\times10^5$ m/s and $S_e=2.253$ eV nm$^2$. For the softest collision $r_0=0.02073$ nm and $Q=53$ eV. Equation (26) then gives

$$\delta\phi\simeq-\frac{53.4}{4\times21538}\cot3.20^\circ
=-0.011\ \text{rad}=-0.6^\circ.$$

The full formula (25) lowers $\phi$ from $86.80^\circ$ to $86.16^\circ$. For $b=0.005$ nm the shift is $-0.12^\circ$, and for $b=0.002$ nm it is $-0.05^\circ$. At fixed $\theta$ the recoil energy falls by less than 0.2 % in all three cases. Although $Q$ is comparable with $T$ in the softest collision, most of it is taken from the projectile, not from the recoil. These numbers depend on the decay constant chosen in (27). The usual Oen–Robinson choice, 0.3 with the Firsov screening length, concentrates the same $S_e$ at small distances. It gives $Q=146$, 139 and 103 eV and shifts of $-0.10^\circ$, $-0.26^\circ$ and $-1.2^\circ$, about twice the values above, and the fall of the recoil energy roughly doubles as well.

The angular shift depends on the supposition that the two atoms keep all the momentum. In the softest collision the recoil gains a forward momentum of nearly $Q/v$. If the excited electrons carried off that momentum instead, the recoil angle at the same $\theta$ would stay at $86.80^\circ$. The shifts given here therefore belong to this model of the loss.

### Inferring the recoil energy from its direction

The small change of $T$ at fixed $\theta$ does not mean that $T_{\max}\cos^2\phi$ remains a good estimate when $\phi$ is the known quantity. Adding $Q$ to the right side of (13) and repeating the steps to (14) gives

$$v\cos\phi=\frac{p_2}{2\mu}+\frac{Q}{p_2}. \tag{28}$$

Let $x=\sqrt{T/T_{\max}}$. Since $T=p_2^2/(2M_2)$ and $T_{\max}=(2\mu v)^2/(2M_2)$, one has $p_2=2\mu vx$. Dividing (28) by $v$ and using $\mu v^2=2E_c$ gives

$$\cos\phi=x+\frac{Q}{4E_cx}. \tag{29}$$

The elastic rule keeps the first term. In the softest collision, $x=\sqrt{75.7/24300}=0.0558$ and the second term is $0.0111$, a fifth as large. Applying the elastic rule to the shifted angle $86.16^\circ$ would yield about 109 eV instead of 76 eV, an overestimate of more than 40 %. Even a known $Q$ does not make the answer unique, because (29) is quadratic in $x$: the same angle and loss also fit a recoil of about 3 eV, which belongs to a smaller $\theta$. Near a right angle $\cos^2\phi$ is small, and to first order a shift $\delta\phi$ changes it by the fraction $-2\tan\phi\,\delta\phi$. At $86.80^\circ$ the factor $2\tan\phi$ is about 36, so a small shift causes a large relative error.

Equation (29) also limits the recoil direction. The sum of two positive terms is at least twice the square root of their product, so

$$\cos\phi\ge\sqrt{Q/E_c}. \tag{30}$$

For $Q=53$ eV this excludes recoil angles above roughly $87^\circ$. If $\theta$ tends to zero at fixed $Q>0$, (24) gives a forward recoil, $\phi=0$, and not the elastic limit $\phi=\pi/2$. The order in which $Q$ and $\theta$ tend to zero therefore matters.

### Motion of the target atom

A lattice atom is not at rest. If its velocity before the collision is $\mathbf u$, the second relation in (3) gives

$$\mathbf v_2'=\mathbf u+\frac{M_1}{M_1+M_2}(\mathbf g-\mathbf g'),
\qquad \mathbf g=v\hat{\mathbf x}-\mathbf u. \tag{31}$$

Let $\epsilon$ be the mean energy of a lattice vibration, kinetic and potential together, for one axis of one atom. The kinetic half is $\tfrac12M_2u^2$, so the root-mean-square velocity along that axis is $u=\sqrt{\epsilon/M_2}$. The Debye model, with a rough Debye temperature of 640 K and zero-point motion included, gives $\epsilon=0.0314$ eV at 300 K.

When the recoil is much slower than the projectile, the direct addition of $\mathbf u$ in (31) matters more than the change of $\mathbf g$. A velocity $\mathbf u$ in the collision plane and perpendicular to the recoil then turns the recoil by about

$$\frac{u}{v_2'}=\sqrt{\frac{\epsilon}{2T}}, \tag{32}$$

and a parallel one changes its energy by the fraction $2u/v_2'$. For the 76 eV recoil this is 0.014 rad, or $0.8^\circ$, and 2.9 %. Equation (31), evaluated at fixed $\theta$ with one root-mean-square velocity along or against each axis of the collision plane, gives largest shifts of $0.82^\circ$ and 2.9 %. For $b=0.005$ nm they are $0.13^\circ$ and 0.45 %. The thermal velocity spreads the angles to both sides, whereas the electronic loss, as modelled above, shifts them forwards.

These shifts hold at fixed $\theta$, with $b$ measured from the atom's actual position. The atom is also displaced from its lattice site, in the same Debye model by about 0.0065 nm (root mean square) along each axis; a Debye temperature near 530 K, closer to what diffraction data on silicon imply for displacements, gives 0.0078 nm. If $b$ is measured from the site, this matters far more than the velocity: changing $b$ from 0.020 nm to 0.0135 or 0.0265 nm changes $\phi$ from $86.8^\circ$ to $84.2^\circ$ or $88.0^\circ$, and $T$ from 76 eV to about 250 or 29 eV.

### The collision inside a real crystal

Implanted boron meets bound atoms in a lattice, not free ones in a vacuum. During the encounter the difference is small. The softest collision lasts about $2r_0/v=0.057$ fs, whereas the lattice period $h/(k_B\Theta)$, with $\Theta$ the Debye temperature, is 75 fs. The atom has received its momentum before the lattice can respond. The ion cannot be nearer than half the bond length of roughly 0.235 nm to two neighbouring atoms at once. An atom passed at that distance would receive only 0.013 eV (0.04 eV with Molière screening), so treating one target at a time is adequate for these three collisions.

Binding matters afterwards. A displacement energy of roughly 15 eV is 0.5 % of the recoil energy at $b=0.005$ nm but 20 % at $b=0.020$ nm. The rule (1) gives the energy at the start of the recoil's path, not what remains after the atom has left its site. A crystal can also guide ions through successive glancing collisions. This changes which impact parameters occur, and hence the distribution of $T$.

Relativity is negligible here: it changes $T_{\max}$ by $2.8\times10^{-5}$ %. Diffraction matters more. The reduced wavelength $\lambda$ of the relative motion is $1.1\times10^{-5}$ nm. Dividing it by $b=0.020$ nm gives only $0.03^\circ$, but that angle belongs to a wave packet as wide as $b$ itself, which has no definite impact parameter. Take instead a minimum-uncertainty packet of smaller width $s$, in which position and direction are uncorrelated. It spreads by $\lambda/(2s)$ through diffraction and by $s\,|d\theta/db|$ through its range of impact parameters. The squares of the two add, and their sum is least when they are equal, which gives a spread of $\sqrt{\lambda\,|d\theta/db|}$. With $|d\theta/db|$ about 9 rad/nm this is $0.6^\circ$, roughly a tenth of $\theta=6.40^\circ$. Diffraction thus blurs the classical link between $b$ and $\theta$; it does not alter the conservation laws that connect $\theta$, $\phi$ and $T$.

For these boron collisions, electronic loss and one root-mean-square thermal velocity each move the recoil angle by less than $0.3^\circ$ at the two smaller impact parameters, within the estimates made. At the largest one the thermal velocity moves the angle by $0.8^\circ$, and the electronic loss moves it by $0.6^\circ$ to $1.2^\circ$, depending on how the loss is distributed over impact parameters. All these shifts are taken at fixed $\theta$. The electronic estimate is rough and assumes that the electrons carry off no momentum; its shift scales in proportion to $Q$ as long as (26) applies. Most of the values behind these comparisons are collected in the numerical output below.

## Values computed for the example and the checks

```
Ion mass 11 u, target mass 28 u
Ion energy E0 = 30000 eV, speed = 7.255e+05 m/s
Relative energy Ec = 21538.5 eV
Tmax = 24299.8 eV, Tmax/E0 = 0.8100
Screening length = 0.01427 nm
Force comparison at b = 0.010 nm:
 screened repulsion: theta 17.51 deg,
   phi 81.25 deg, T/Tmax 0.0232
 attractive well: theta 22.47 deg,
   phi 78.77 deg, T/Tmax 0.0380
 non-central barrier: theta 34.37 deg,
   phi 72.81 deg, T/Tmax 0.0873
Largest angle error, 9 runs = 1.6e-09 deg
Largest T/Tmax error, 9 runs = 1.7e-11
Head-on trajectory: T = 24299.8 eV
Friction test: Q = 1327.7 eV, theta = 18.07 deg
   phi = 75.25 deg; elastic rule 80.96 deg
Rough inputs: T = 300 K, Debye temperature 640 K,
   displacement energy 15 eV, bond 0.235 nm
Mean vibration energy per axis = 0.0314 eV
Electronic stopping cross-section = 2.253 eV nm2
b = 0.002 nm: theta 87.84, phi 46.08 deg
   T = 11691.3 eV, cos2(phi) = 0.48113, psi = 66.69 deg
   phi if psi is mistaken for theta = 56.66 deg
   closest approach = 0.00433 nm
   Q = 67.3 eV gives phi 46.03 deg, T 11673.1 eV
   thermal shifts: phi 0.05 deg, T 0.17 %
   displacement energy / T = 0.13 %
b = 0.005 nm: theta 39.46, phi 70.27 deg
   T = 2768.9 eV, cos2(phi) = 0.11395, psi = 28.61 deg
   phi if psi is mistaken for theta = 75.69 deg
   closest approach = 0.00668 nm
   Q = 65.1 eV gives phi 70.15 deg, T 2764.7 eV
   thermal shifts: phi 0.13 deg, T 0.45 %
   displacement energy / T = 0.54 %
b = 0.020 nm: theta 6.40, phi 86.80 deg
   T = 75.8 eV, cos2(phi) = 0.00312, psi = 4.60 deg
   phi if psi is mistaken for theta = 87.70 deg
   closest approach = 0.02073 nm
   Q = 53.4 eV gives phi 86.16 deg, T 75.7 eV
   thermal shifts: phi 0.82 deg, T 2.90 %
   displacement energy / T = 19.80 %
Softest case: duration 0.0572 fs, lattice period 75.0 fs
Energy to an atom passed at half a bond = 0.0130 eV
Relativistic change of Tmax = 2.8e-05 %
Reduced wavelength = 1.11e-05 nm
Diffraction angle, softest case = 0.032 deg
```
